# Classical Multiphonon Capture Barrier for an Oxide Trap: verification in Python

```python
"""Classical multiphonon capture barrier of an oxide trap.

Result under test: E_b = (E_R + dE)^2 / (4 E_R) for two displaced parabolas
of equal curvature.
  E_R : relaxation energy on one surface after a vertical transition
  dE  : minimum of final surface (electron on trap) minus minimum of
        initial surface (electron at the channel band edge)
  lam : (E_R + dE) / (2 E_R), crossing position / displacement
Energies are in eV; vibrational coordinates q are dimensionless.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import logsumexp

k_B = const.k / const.e
hartree = const.physical_constants["Hartree energy in eV"][0]

quantum = 0.05          # vibrational quantum, eV
E_R = 1.2               # relaxation energy, eV
dE = -0.3               # energy difference of the minima, eV
temperature = 300.0     # K
depth = 1.0             # trap depth, nm
field = 0.1             # field change, V/nm
kT = k_B * temperature
S = E_R / quantum
shift = np.sqrt(2 * S)


def V_initial(q):
    return 0.5 * quantum * q**2


def V_final(q, offset, softness=1.0):
    return 0.5 * quantum * softness * (q - shift)**2 + offset


def barrier_formula(offset):
    return (E_R + offset)**2 / (4 * E_R)


def crossing(offset):
    return brentq(lambda q: V_final(q, offset) - V_initial(q),
                  -100, 100, xtol=1e-13)


# Relaxation energies found by explicit minimisation after vertical jumps.
min_f = minimize_scalar(lambda q: V_final(q, dE))
min_i = minimize_scalar(V_initial)
relax_f = V_final(min_i.x, dE) - min_f.fun
relax_i = V_initial(min_f.x) - min_i.fun
assert abs(relax_f - E_R) < 1e-6 and abs(relax_i - E_R) < 1e-6

# Barriers from numerical crossings, in all regimes.
offsets = [-1.8, -1.2, -0.3, 0.0, 0.6, 1.2, 2.0]
edge_barriers = []
for offset in offsets:
    q_cross = crossing(offset)
    capture = V_initial(q_cross)
    emission = V_final(q_cross, offset) - offset
    assert abs(capture - barrier_formula(offset)) < 1e-9
    assert abs(emission - (E_R - offset)**2 / (4 * E_R)) < 1e-9
    edge_barriers.append(capture)

q_star = crossing(dE)
E_b = V_initial(q_star)
E_emit = V_final(q_star, dE) - min_f.fun
lam = (E_R + dE) / (2 * E_R)
assert abs(q_star / shift - lam) < 1e-10
h = 1e-4
slope = (V_initial(crossing(dE + h)) - V_initial(crossing(dE - h))) / (2 * h)
assert abs(slope - lam) < 1e-6

# Field response from a new crossing.
dE_field = dE - field * depth
E_b_field = V_initial(crossing(dE_field))
field_gain = np.exp((E_b - E_b_field) / kT)

# Two modes with different quanta but the same total relaxation energy.
w = np.array([0.03, 0.06])
mode_relax = np.array([0.5, 0.7])
d = np.sqrt(2 * mode_relax / w)


def V2_initial(q1, q2):
    return 0.5 * (w[0] * q1**2 + w[1] * q2**2)


def V2_final(q1, q2):
    return V2_initial(q1 - d[0], q2 - d[1]) + dE


best = minimize(lambda q: V2_initial(*q), [0.0, 0.0], method="SLSQP",
                constraints={"type": "eq",
                             "fun": lambda q: V2_final(*q) - V2_initial(*q)},
                options={"ftol": 1e-13, "maxiter": 500})
assert best.success
assert abs(best.fun - barrier_formula(dE)) < 1e-6
assert np.allclose(best.x / d, lam, atol=1e-3)


def log_gap_density(offset, beta):
    """Log of the Gaussian probability density of zero gap (1/eV)."""
    return (0.5 * np.log(beta / (4 * np.pi * E_R))
            - beta * barrier_formula(offset))


# Density of zero gap from thermal sampling on a grid with a narrow window.
axis = np.linspace(-8, 8, 1601)
Q1, Q2 = np.meshgrid(axis, axis, indexing="ij")
energy = V2_initial(Q1, Q2)
gap = V2_final(Q1, Q2) - energy
weight = np.exp(-energy / kT)
weight /= weight.sum()
width = 0.004
window = np.exp(-0.5 * (gap / width)**2) / (width * np.sqrt(2 * np.pi))
sampled_density = np.sum(weight * window)
gap_mean = np.sum(weight * gap)
gap_var = np.sum(weight * (gap - gap_mean)**2)
classical_density = np.exp(log_gap_density(dE, 1 / kT))
assert abs(gap_mean - (E_R + dE)) < 1e-6
assert abs(gap_var / (2 * E_R * kT) - 1) < 1e-6
assert abs(sampled_density / classical_density - 1) < 5e-3  # finite window

# Boltzmann carriers with constant density of states above the band edge.
eps = np.linspace(0, 6, 60001)
trap_weight = np.full(eps.size, eps[1] - eps[0])
trap_weight[[0, -1]] *= 0.5


def log_band_rate(offset, beta):
    logs = np.log(beta) - beta * eps + log_gap_density(offset - eps, beta)
    return logsumexp(logs, b=trap_weight)


cold = 0.005            # thermal energy isolating the exponent, eV
beta_cold = 1 / cold
band_activation = []
for offset in offsets:
    step = 1e-3 * beta_cold
    act = -(log_band_rate(offset, beta_cold + step)
            - log_band_rate(offset, beta_cold - step)) / (2 * step)
    expected = offset if offset > E_R else barrier_formula(offset)
    assert abs(act - expected) < 1.5 * cold  # prefactor contributes order kT
    band_activation.append(act)
assert edge_barriers[-1] - band_activation[-1] > 0.1
cold_factor = np.exp(log_band_rate(dE, beta_cold)
                     - log_gap_density(dE, beta_cold))
assert abs(cold_factor * (1 - lam) - 1) < 0.01  # next order in kT/E_R
band_factor = np.exp(log_band_rate(dE, 1 / kT) - log_gap_density(dE, 1 / kT))

# Vibrational overlaps from diagonalising the displaced oscillator.
size = 700
n = np.arange(size)
levels, vectors = eigh_tridiagonal(n + 0.5 + S, -np.sqrt(S * n[1:]))
assert np.allclose(levels[:260], n[:260] + 0.5, atol=1e-7)
released = int(round(-dE / quantum))
assert abs(released * quantum + dE) < 1e-12
start = np.arange(250)
overlap2 = vectors[start, start + released]**2


def quantum_density(thermal):
    x = quantum / thermal
    population = (1 - np.exp(-x)) * np.exp(-x * start)
    return np.sum(population * overlap2) / quantum


def quantum_activation(thermal):
    beta, step = 1 / thermal, 1e-3 / thermal

    def log_reduced(b):
        return np.log(quantum_density(1 / b)) - 0.5 * np.log(b)
    return -(log_reduced(beta + step) - log_reduced(beta - step)) / (2 * step)


thermals = [kT, 2 * kT, 10 * quantum]
ratios = [quantum_density(t) / np.exp(log_gap_density(dE, 1 / t))
          for t in thermals]
activations = [quantum_activation(t) for t in thermals]
assert ratios[0] > 1 and activations[0] < E_b
assert abs(ratios[0] - 1) > abs(ratios[1] - 1) > abs(ratios[2] - 1)
assert abs(ratios[2] - 1) < 0.01
assert abs(activations[2] - E_b) < 0.002

# A softer final surface breaks the equal-curvature result.
soft = 0.8
q_soft = brentq(lambda q: V_final(q, dE, soft) - V_initial(q), 0, shift)
E_b_soft = V_initial(q_soft)
relax_soft = V_final(0.0, dE, soft) - dE
assert abs(E_b_soft - E_b) > 0.01

print(f"vibrational quantum: {quantum:.3f} eV")
print(f"relaxation energy E_R: {E_R:.3f} eV")
print(f"energy difference dE: {dE:.3f} eV")
print(f"temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Huang-Rhys factor S: {S:.2f} (dimensionless)")
print(f"displacement d: {shift:.4f} (dimensionless)")
print(f"crossing q*: {q_star:.4f} (dimensionless)")
print(f"crossing fraction lambda: {lam:.4f} (dimensionless)")
print(f"capture barrier: {E_b:.5f} eV = {E_b / hartree:.6f} hartree")
print(f"emission barrier: {E_emit:.5f} eV")
print(f"barrier slope dE_b/d(dE): {slope:.4f} (dimensionless)")
print(f"Boltzmann factor exp(-E_b/kT): {np.exp(-E_b / kT):.4e}")
print("dE | band-edge barrier | carrier-averaged activation, all eV")
for offset, edge, act in zip(offsets, edge_barriers, band_activation):
    print(f"  {offset:5.2f} | {edge:.5f} | {act:.5f}")
print(f"kT used for carrier-averaged activation: {cold:.4f} eV")
print(f"trap depth: {depth:.2f} nm; field change: {field:.2f} V/nm")
print(f"dE with field: {dE_field:.3f} eV")
print(f"capture barrier with field: {E_b_field:.5f} eV")
print(f"classical band-edge rate gain by field: {field_gain:.3f} (ratio)")
print(f"two-mode quanta: {w[0]:.3f}, {w[1]:.3f} eV")
print(f"two-mode relaxation: {mode_relax[0]:.2f}, {mode_relax[1]:.2f} eV")
print(f"two-mode minimum on crossing plane: {best.fun:.5f} eV")
print(f"gap mean: {gap_mean:.4f} eV; gap variance: {gap_var:.5f} eV^2")
print(f"zero-gap density, sampled: {sampled_density:.5e} 1/eV")
print(f"zero-gap density, formula: {classical_density:.5e} 1/eV")
print(f"carrier-average factor at 300 K: {band_factor:.4f} (ratio)")
print(f"low-kT limit 1/(1-lambda): {1 / (1 - lam):.4f} (ratio)")
print("kT (eV) | T (K) | quantum/classical | quantum activation (eV)")
for t, ratio, act in zip(thermals, ratios, activations):
    print(f"  {t:.5f} | {t / k_B:.0f} | {ratio:.4f} | {act:.5f}")
print(f"final/initial curvature in soft case: {soft:.2f} (ratio)")
print(f"final-surface relaxation, soft case: {relax_soft:.4f} eV")
print(f"capture barrier, soft case: {E_b_soft:.5f} eV")
print("tests ok")
```

Output:

```
vibrational quantum: 0.050 eV
relaxation energy E_R: 1.200 eV
energy difference dE: -0.300 eV
temperature: 300 K; kT: 0.02585 eV
Huang-Rhys factor S: 24.00 (dimensionless)
displacement d: 6.9282 (dimensionless)
crossing q*: 2.5981 (dimensionless)
crossing fraction lambda: 0.3750 (dimensionless)
capture barrier: 0.16875 eV = 0.006201 hartree
emission barrier: 0.46875 eV
barrier slope dE_b/d(dE): 0.3750 (dimensionless)
Boltzmann factor exp(-E_b/kT): 1.4626e-03
dE | band-edge barrier | carrier-averaged activation, all eV
  -1.80 | 0.07500 | 0.07249
  -1.20 | 0.00000 | -0.00251
  -0.30 | 0.16875 | 0.16622
   0.00 | 0.30000 | 0.29746
   0.60 | 0.67500 | 0.67236
   1.20 | 1.20000 | 1.19500
   2.00 | 2.13333 | 1.99500
kT used for carrier-averaged activation: 0.0050 eV
trap depth: 1.00 nm; field change: 0.10 V/nm
dE with field: -0.400 eV
capture barrier with field: 0.13333 eV
classical band-edge rate gain by field: 3.935 (ratio)
two-mode quanta: 0.030, 0.060 eV
two-mode relaxation: 0.50, 0.70 eV
two-mode minimum on crossing plane: 0.16875 eV
gap mean: 0.9000 eV; gap variance: 0.06204 eV^2
zero-gap density, sampled: 2.34616e-03 1/eV
zero-gap density, formula: 2.34251e-03 1/eV
carrier-average factor at 300 K: 1.5591 (ratio)
low-kT limit 1/(1-lambda): 1.6000 (ratio)
kT (eV) | T (K) | quantum/classical | quantum activation (eV)
  0.02585 | 300 | 2.1721 | 0.11450
  0.05170 | 600 | 1.1215 | 0.15234
  0.50000 | 5802 | 1.0005 | 0.16829
final/initial curvature in soft case: 0.80 (ratio)
final-surface relaxation, soft case: 0.9600 eV
capture barrier, soft case: 0.13078 eV
tests ok
```
